\section*{Reflectance fringes of an oxide film during chemical-mechanical polishing}

\section{Problem}

A silicon wafer carries a uniform film of silicon dioxide, which is being thinned by chemical-mechanical polishing. Light of vacuum wavelength $\lambda=633$ nm falls on it at normal incidence through the slurry, and the reflected intensity is recorded. As the oxide becomes thinner, the signal rises and falls.

Take the oxide index as $n_1=1.46$, the slurry index as $n_0=1.33$ and the silicon index as $n_s=3.88+0.02i$. The film is 1000 nm thick at the start and is to be polished to 400 nm at 200 nm/min.

\begin{enumerate}
\item How much oxide is removed during one full oscillation of the reflectance, and can there be more than one maximum in that interval?
\item How large is the oscillation?
\item How many oscillations does the run contain, and where on the curve must polishing stop?
\item Which departures from the ideal arrangement change the answer, and by how much?
\end{enumerate}

The light is taken as monochromatic and coherent, the oxide as transparent, and everything below the oxide as unchanged during polishing. The slurry is a clear liquid that extends upward without another interface; a window above it is added later. Lengths are in nanometres, and $R$ is the reflected fraction of the incident intensity.

\section{First estimate by scaling}

Let $z$ point down into the wafer. At normal incidence the electric field in the oxide obeys
\begin{equation}
\frac{d^2E}{dz^2}+\left(\frac{2\pi n_1}{\lambda}\right)^2E=0 .
\end{equation}
With the dimensionless depth $s=n_1z/\lambda$ this becomes $d^2E/ds^2+(2\pi)^2E=0$, which contains no parameter. The thickness $d$ therefore enters only as $n_1d/\lambda$. The boundary conditions add only the index ratios $n_0/n_1$ and $n_s/n_1$. If $R$ repeats with thickness, its period must have the form
\begin{equation}
P=C\,\frac{\lambda}{n_1},\qquad \frac{\lambda}{n_1}=\frac{633\ \text{nm}}{1.46}=433.6\ \text{nm},
\end{equation}
where $C$ is a dimensionless factor that scaling alone cannot supply. As far as scaling can tell, it might still depend on the two index ratios.

A picture with two beams suggests its value. One beam reflects from the top of the oxide. The other crosses the film, reflects from the silicon and returns. Thinning the film by $\Delta d$ shortens the second path by $2\Delta d$, because the light goes down and up. The beams return to the same relative phase when $2\Delta d=\lambda/n_1$. Thus $C\approx 1/2$ and $P\approx217$ nm.

The same picture estimates the size of the signal. Let $a$ and $b$ be the magnitudes of the amplitude reflection at the upper and lower faces. To lowest order in both, the total amplitude varies between $b+a$ and $b-a$, so the intensity swing is
\begin{equation}
\Delta R\approx(b+a)^2-(b-a)^2=4ab .
\label{eq:two}
\end{equation}
This leaves out light that bounces repeatedly inside the film. It remains to be seen whether those bounces alter the period, add further maxima or change the swing.

\section{Exact solution}

\subsection{Reflection at one interface}

Fields vary as $e^{-i\omega t}$, so a wave travelling down in a medium of index $n$ is $e^{ik_0nz}$ with $k_0=2\pi/\lambda$. A positive imaginary part of $n$ then describes absorption. Put the slurry--oxide interface at $z=0$, with incident amplitude 1, reflected amplitude $r_{01}$ and transmitted amplitude $t_{01}$. The tangential electric and magnetic fields are continuous. In non-magnetic media the latter condition makes $dE/dz$ continuous. Hence
\begin{align}
1+r_{01}&=t_{01},\\
n_0(1-r_{01})&=n_1t_{01}.
\end{align}
Inserting the first equation into the second gives $n_0-n_1=(n_0+n_1)r_{01}$, so
\begin{equation}
r_{01}=\frac{n_0-n_1}{n_0+n_1},\qquad t_{01}=\frac{2n_0}{n_0+n_1}.
\end{equation}
For light arriving from the oxide side the two indices change places: $r_{10}=-r_{01}$ and $t_{10}=2n_1/(n_0+n_1)$. The product of the transmissions is
\begin{equation}
t_{01}t_{10}=\frac{4n_0n_1}{(n_0+n_1)^2}
=\frac{(n_0+n_1)^2-(n_0-n_1)^2}{(n_0+n_1)^2}=1-r_{01}^2 .
\end{equation}
At the lower face, likewise, $r_{12}=(n_1-n_s)/(n_1+n_s)$.

\subsection{All the round trips}

One passage down and up multiplies the field by $e^{2i\beta}$, where
\begin{equation}
2\beta=2k_0n_1d=\frac{4\pi n_1d}{\lambda}.
\end{equation}
Write $X=r_{12}e^{2i\beta}$. The first beam has amplitude $r_{01}$ and the second $t_{01}t_{10}X$. Each further round trip adds a reflection at the top from inside, $r_{10}=-r_{01}$, and another factor $X$. Since $|r_{01}X|<1$, the geometric series converges:
\begin{align}
r&=r_{01}+(1-r_{01}^2)X\sum_{m=0}^{\infty}(-r_{01}X)^m
=r_{01}+\frac{(1-r_{01}^2)X}{1+r_{01}X}\nonumber\\
&=\frac{r_{01}+r_{01}^2X+X-r_{01}^2X}{1+r_{01}X}
=\frac{r_{01}+X}{1+r_{01}X}.
\label{eq:airy}
\end{align}

\subsection{The period, and the number of maxima}

Write $r_{12}=be^{i\varphi}$, $\psi=2\beta+\varphi$ and $c=\cos\psi$, so that $X=be^{i\psi}$. Because $r_{01}$ is real, $|r_{01}+be^{i\psi}|^2=r_{01}^2+b^2+2r_{01}bc$. The denominator is treated in the same way, and
\begin{equation}
R=|r|^2=\frac{A+u}{B+u},\qquad
\begin{aligned}
A&=r_{01}^2+b^2,\\ B&=1+r_{01}^2b^2,\\ u&=2r_{01}bc .
\end{aligned}
\label{eq:R}
\end{equation}
The quotient rule gives
\begin{equation}
\frac{dR}{du}=\frac{(B+u)-(A+u)}{(B+u)^2}
=\frac{(1-r_{01}^2)(1-b^2)}{(B+u)^2},
\end{equation}
since $B-A=1-r_{01}^2-b^2+r_{01}^2b^2$ factorizes as shown. This is positive for $b<1$. As $c$ runs from $-1$ to 1, $R$ therefore changes in one direction only, provided that $r_{01}$ and $b$ are not zero. Equal values of $R$ require equal values of $\cos\psi$, so $R$ has the smallest period of the cosine, $2\pi$ in $\psi$, with one maximum and one minimum in it.

The thickness enters $\psi$ through $2\beta$, so the period $P$ satisfies $4\pi n_1P/\lambda=2\pi$:
\begin{equation}
P=\frac{\lambda}{2n_1}=\frac{633\ \text{nm}}{2\times1.46}=216.8\ \text{nm}.
\label{eq:P}
\end{equation}
This answers the first question: one oscillation corresponds to 217 nm of removed oxide.

The substrate does not appear in (\ref{eq:P}). Its phase $\varphi$ shifts the curve along the thickness axis, and its magnitude $b$ affects the height. A stack of layers below the oxide can also be represented by one complex $r_{12}$. The period survives if that stack stays fixed and $0<b<1$.

The fringes disappear in three cases. If $n_0=n_1$, there is no reflection at the top and $R=b^2$ at every thickness. If $b=0$, no light returns from below. If $b=1$, all the light returns and $R=1$, although the phase of $r$ still changes.

\subsection{Height and position of the extrema}

Let $a=|r_{01}|$. At $c=\pm1$ the numerator and denominator of (\ref{eq:R}) are perfect squares, so
\begin{equation}
R_{\max}=\left(\frac{b+a}{1+ab}\right)^2,\qquad
R_{\min}=\left(\frac{b-a}{1-ab}\right)^2 .
\end{equation}
The difference of these squares is the difference of the two fractions times their sum. Over the common denominator $1-a^2b^2$, the numerator of the difference is
\begin{equation}
(b+a)(1-ab)-(b-a)(1+ab)=2a(1-b^2),
\end{equation}
and that of the sum is
\begin{equation}
(b+a)(1-ab)+(b-a)(1+ab)=2b(1-a^2).
\end{equation}
Therefore
\begin{equation}
\Delta R=\frac{4ab(1-a^2)(1-b^2)}{(1-a^2b^2)^2}.
\label{eq:swing}
\end{equation}

For the given indices $r_{01}=-0.13/2.79=-0.0466$, while $r_{12}$ has magnitude $b=0.4532$ and phase $\varphi=-3.1371$ rad. These give $R_{\min}=0.1725$, $R_{\max}=0.2396$ and $\Delta R=0.0670$. In air, with $n_0=1$ and the other indices held fixed, the limits are 0.0846 and 0.3483, a swing of 0.2637. The slurry reduces the swing about fourfold because its index is close to that of the oxide.

Since $r_{01}$ is negative here, minima of $R$ occur at $c=+1$, that is, at $\psi=2\pi m$ with integer $m$. Solving $2\pi d/P+\varphi=2\pi m$ gives
\begin{equation}
d_m=P\left(m-\frac{\varphi}{2\pi}\right)=P(m+0.4993).
\end{equation}
For a lossless substrate of higher index than the oxide, $r_{12}$ would be negative and the fraction would be $1/2$. The minima would then lie at odd multiples of $\lambda/(4n_1)$, as for a quarter-wave antireflection coating. The weak absorption of silicon shifts them by less than 0.2 nm.

\section{The polishing run}

The run removes $1000-400=600$ nm, which corresponds to
\begin{equation}
N=\frac{600}{216.78}=2.768
\end{equation}
oscillations. At a constant 200 nm/min, the run takes 180 s and one oscillation lasts $60\times216.78/200=65.0$ s.

The minima passed have $m=4$, 3 and 2. They lie at 975.4, 758.6 and 541.8 nm and are reached after 7.4, 72.4 and 137.5 s. From the third minimum, another $541.8-400=141.8$ nm must be removed, or 0.654 of a period. A maximum lies half a period, 108.4 nm, beyond that minimum, at 433.4 nm. Polishing must therefore continue through this maximum and for a further 33.4 nm, while the reflectance falls to 0.226.

The value 0.226 alone does not identify the target. It recurs after each period and also occurs once on the opposite slope within each period. The starting thickness must be known well enough to identify the first minimum, and the later extrema must be counted. The first minimum seen is $m=4$ only if the film starts between 975.4 and 1192.1 nm, so the margin on the thin side is just 24.6 nm.

The count follows thickness and not time. For a varying removal rate $v(t)$,
\begin{equation}
N=\frac{1}{P}\int v(t)\,dt .
\end{equation}
If the rate were 180 instead of 200 nm/min, a stop after 180 s would remove 540 nm and leave 60 nm too much. The fringes would be slower, but 2.768 of them would still mean 600 nm.

\section{When the ideal arrangement fails}

\subsection{Oblique light}

Suppose that the light travels at angle $\theta$ to the normal in the slurry. The wave number along the surface, $k_0n_0\sin\theta$, is the same in every layer. The vertical wave number in the oxide is what remains:
\begin{equation}
k_z=k_0\sqrt{n_1^2-n_0^2\sin^2\theta}.
\end{equation}
The round-trip phase is now $2k_zd$, and setting its change to $2\pi$ gives
\begin{equation}
P(\theta)=\frac{\pi}{k_z}=\frac{\lambda}{2\sqrt{n_1^2-n_0^2\sin^2\theta}} .
\end{equation}
The period grows with angle, although the path inside the film becomes longer. The reason is that the two reflected beams must be compared on a common wavefront, and only the vertical part of the wave vector contributes to their phase difference. At $5^\circ$ the period is 217.47 nm. Counting the same 2.768 fringes from the start then removes 1.9 nm more than intended. The rule of stopping 0.654 of a period after the third minimum errs the other way, because the minima $d_m$ scale with the period: it stops at $400\,P(\theta)/P=401.3$ nm and so removes 1.3 nm too little. At $30^\circ$ the period is 243.5 nm, so the normal-incidence value would be a poor calibration.

\subsection{Uneven thickness and a finite bandwidth}

If the thickness varies within the light spot, and the intensities from different places add, the detector averages $R$ over thickness. To first order in $r_{01}$, $R$ is a constant plus a term proportional to $\cos\psi$. For a uniform spread of full width $w$ about the mean thickness,
\begin{equation}
\frac1w\int_{-w/2}^{w/2}\cos\!\left(\psi+\frac{2\pi x}{P}\right)dx
=\frac{\sin(\pi w/P)}{\pi w/P}\cos\psi .
\end{equation}
The sine part of the expanded cosine is odd in $x$ and integrates to zero. For $w=50$ nm the factor is 0.915, so most of the contrast remains. For $w=P$ it is zero. This last result does not depend on the approximation, because the average of any periodic function over a full period is constant.

A source bandwidth acts similarly. Wavelengths spread over 1 nm spread the round-trip phase at $d=1000$ nm by
\begin{equation}
\delta=\frac{4\pi n_1d}{\lambda^2}\,(1\ \text{nm})\approx0.046\ \text{rad}.
\end{equation}
The contrast factor $\sin(\delta/2)/(\delta/2)\approx1-\delta^2/24$ is then lower than one by about $10^{-4}$, which is negligible.

\subsection{A window above the slurry}

Let the light enter through a thick window of index 1.50, followed by a slurry gap of thickness $g$. Reflection from the outer face of the window is left out. The window--slurry reflection is $r_w=0.17/2.83=0.0601$, larger in magnitude than the slurry--oxide reflection. The summation that led to (\ref{eq:airy}) applies again, with the wafer's $r$ as the lower reflection:
\begin{equation}
r_{\rm tot}=\frac{r_w+re^{i\chi}}{1+r_wre^{i\chi}},\qquad
\chi=\frac{4\pi n_0g}{\lambda}.
\end{equation}
At the target thickness, a changing gap alone makes the reflectance swing by 0.088. That exceeds the oxide signal of 0.067, and a gap change of $\lambda/(2n_0)=238$ nm is enough for a full cycle. A fixed gap leaves the oxide period intact, but not the position or height of the fringes. To first order the upper reflection becomes $r_w+r_{01}e^{i\chi}$. Because $|r_w|>|r_{01}|$, the extrema can lie anywhere within a period, depending on $g$, and the swing ranges from about 0.02 to 0.15. The thicknesses $d_m$ found above then no longer mark the minima. A drifting gap can imitate removal.

If the detector averages over all gap phases, the disturbance is removed. Put $\rho=r_w|r|$. By the algebra of (\ref{eq:R}),
\begin{equation}
1-|r_{\rm tot}|^2=\frac{(1-r_w^2)(1-R)}{|1+\rho e^{i\chi'}|^2},
\end{equation}
where $\chi'$ is $\chi$ plus the phase of $r$. Expanding $1/(1+\rho e^{i\chi'})$ and its complex conjugate in powers of $\rho$, and averaging their product, leaves only terms with equal powers. Their sum is $\sum_m\rho^{2m}=1/(1-\rho^2)$. Since $\rho^2=r_w^2R$,
\begin{equation}
\langle|r_{\rm tot}|^2\rangle=1-\frac{(1-r_w^2)(1-R)}{1-r_w^2R}.
\end{equation}
This increases steadily with $R$, so it has the same period $P$ and its extrema lie at the same thicknesses, with slightly higher values, 0.1750 and 0.2417. Its swing is 0.0666, almost the value without a window.

\subsection{Beside a real process}

The indices and the removal rate used here are rough typical values for silica on silicon under a water-based slurry. The oxide index depends on how the film was made. An index higher by 0.01 shortens the period by about 1.5 nm, and 2.768 fringes counted from the start then remove 4.1 nm less than intended, while a stop 0.654 of a period after the third minimum comes at $400\times1.46/1.47=397.3$ nm and removes 2.7 nm too much. Heating by 30 K, with a rough index slope of $10^{-5}$ per kelvin, changes the removal by only 0.1 nm through the oxide index. The slurry index falls by roughly 0.004 under the same heating, which would shift the phase $\chi$ of a coherent gap 30 $\mu$m wide by about 0.4 of a cycle. The light penetrates about 2.5 $\mu$m into silicon before its intensity falls by a factor $e$, so a wafer hundreds of micrometres thick acts as a half-space. Patterned product wafers also break the assumption of a uniform film. Patterned areas have different thicknesses and different layers below, and their relative heights change during polishing. The signal can then lose contrast or change shape, and its extrema need not be 217 nm apart. Abrasive particles also scatter light; neither effect is included in this model.

\section{Comparison of the estimate with the solution}

Scaling gave the length unit $\lambda/n_1$, and the two-beam picture gave the factor $C=1/2$. The full solution confirms this factor and shows that it does not depend on the index ratios. Repeated bounces leave the period unchanged because the beam that has made $m$ round trips carries the phase $2m\beta$. When $2\beta$ changes by $2\pi$, every such phase changes by a whole number of turns, and all beams return together.

The swing is less well estimated. Equation (\ref{eq:two}) gives $4\times0.0466\times0.4532=0.0845$, against the exact 0.0670, so it is 26\% too large relative to the exact value. Equation (\ref{eq:swing}) shows the source. With $a^2=0.002$, the factors containing $a^2$ are close to one, but $1-b^2=0.795$ is not.

This factor comes from the third beam. In the series (\ref{eq:airy}) its amplitude is $-r_{01}X^2$ to first order in $r_{01}$. Its interference with the second beam, $X$, contributes
\begin{equation}
2\,\mathrm{Re}\!\left[X^*(-r_{01}X^2)\right]=-2r_{01}b^3\cos\psi ,
\end{equation}
whereas the first two beams contribute $+2r_{01}b\cos\psi$. The sum is $2r_{01}b(1-b^2)\cos\psi$. The third beam thus cancels a fraction $b^2$, about one fifth, of the two-beam oscillation. Two beams suffice for converting fringes into thickness, but the strong reflection from silicon makes the third necessary for predicting their height.

Numbers in the example were calculated in double precision.
